# Oxygen Tracer Diffusion Through Vacancies in Several Charge States: a numerical check

```python
"""Tracer diffusion by oxygen vacancies that exist in several charge states.

Result under test (dilute vacancies, simple cubic sublattice, symmetric hops):
    D_tracer = f * x_V * sum_q p_q D_q
f: correlation factor, x_V: vacancy site fraction, p_q: charge populations,
D_q: vacancy diffusivity in charge state q.  The effective activation energy
E_a = -d ln(D_tracer)/d(1/kT) then depends on the Fermi level E_F.
w_q = p_q D_q / sum(p D) is the share of transport carried by charge q.
Energies in eV, temperatures in K, diffusivities in cm^2/s.
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.linalg import expm
from scipy.sparse import coo_matrix, diags

KB = k_joule / e_charge  # eV/K


# ---------- vacancy displacement with charge switching (1D chain) ----------
def chain_moments(hop, pop, relax, time, half=60):
    """Second moment and excess kurtosis from the full master equation."""
    n = 2 * half + 1
    neighbour = np.eye(n, k=1) + np.eye(n, k=-1)
    hopping = neighbour - np.diag(neighbour.sum(axis=0))
    switch = relax * np.array([[-pop[1], pop[0]], [pop[1], -pop[0]]])
    generator = np.kron(np.diag(hop), hopping) + np.kron(switch, np.eye(n))
    start = np.zeros((2, n))
    start[:, half] = pop
    final = (expm(generator * time) @ start.ravel()).reshape(2, n).sum(axis=0)
    x = np.arange(n) - half
    second = final @ x**2
    return second, final @ x**4 / second**2 - 3


hop_pair, pop_pair, duration = np.array([1.0, 0.1]), np.array([0.3, 0.7]), 10.0
mean_hop = hop_pair @ pop_pair
print("Two-state walk, hop rates 1.0 and 0.1, populations 0.3 and 0.7")
print(f"time = {duration:.0f}, mean D = {mean_hop:.3f} (lattice units)")
for relax in (0.01, 1.0, 100.0):
    msd, kurt = chain_moments(hop_pair, pop_pair, relax, duration)
    area = mean_hop * duration
    lt = relax * duration
    var_area = (2 * pop_pair.prod() * (hop_pair[0] - hop_pair[1])**2
                * (lt - 1 + np.exp(-lt)) / relax**2)
    kurt_formula = 3 * var_area / area**2 + 1 / (2 * area)
    assert abs(msd / (2 * area) - 1) < 1e-7
    assert abs(kurt - kurt_formula) < 1e-6
    print(f"lambda*t={lt:6.1f}: <x^2>={msd:.4f}, excess kurtosis={kurt:.4f}")
print(f"kurtosis part from discrete hops = {1 / (2 * area):.4f}")


# ---------- exact long-time tracer diffusivity in periodic cells ----------
def vacancy_moves(size, count):
    """All hops of labelled vacancies, in coordinates relative to the tracer."""
    origin = (0, 0, 0)
    sites = [s for s in product(range(size), repeat=3) if s != origin]
    states = list(permutations(sites, count))
    index = {s: i for i, s in enumerate(states)}
    rows = []
    for i, state in enumerate(states):
        for v in range(count):
            old = state[v]
            for axis in range(3):
                for step in (1, -1):
                    new = list(old)
                    new[axis] = (new[axis] + step) % size
                    new = tuple(new)
                    if new in state:
                        continue  # blocked by another vacancy
                    moved = state[:v] + (new,) + state[v + 1:]
                    shift = 0
                    if new == origin:  # vacancy and tracer exchange places
                        moved = tuple(tuple((u[c] - old[c]) % size
                                            for c in range(3)) for u in moved)
                        shift = -step if axis == 0 else 0
                    rows.append((i, index[moved], v, shift))
    return len(states), np.array(rows).T


def long_time_diffusivity(origin, target, rate, shift, weight):
    """Diffusivity along x of a reversible jump process with memory.

    The corrector makes displacement + corrector a martingale; its squared
    jumps then give the diffusivity with all correlations included.
    """
    n = len(weight)
    flux = weight[origin] * rate
    jump = coo_matrix((flux, (origin, target)), shape=(n, n)).tocsr()
    matrix = diags(np.asarray(jump.sum(axis=1)).ravel()) - jump
    drift = np.bincount(origin, flux * shift, n)
    corrector = np.zeros(n)
    residual = drift.copy()
    direction = residual.copy()
    norm = residual @ residual
    goal = 1e-20 * norm
    for _ in range(10000):  # conjugate gradients
        image = matrix @ direction
        alpha = norm / (direction @ image)
        corrector += alpha * direction
        residual -= alpha * image
        new_norm = residual @ residual
        if new_norm < goal:
            break
        direction = residual + new_norm / norm * direction
        norm = new_norm
    assert new_norm < goal
    change = shift + corrector[target] - corrector[origin]
    return 0.5 * np.sum(flux * change**2)


def one_kind(size):
    n, (i, j, _, dx) = vacancy_moves(size, 1)
    return n * long_time_diffusivity(i, j, np.ones(len(i)), dx, np.ones(n) / n)


cells = (6, 9, 12)
f_cell = [one_kind(size) for size in cells]


def extrapolate(a, b):
    """Remove the part of the cell value proportional to 1/volume."""
    va, vb = cells[a]**3, cells[b]**3
    return (vb * f_cell[b] - va * f_cell[a]) / (vb - va)


f_corr = extrapolate(1, 2)
assert abs(f_corr - extrapolate(0, 1)) < 2e-3
assert abs(f_corr - 0.6531) < 1e-3  # established simple cubic value
print(f"Correlation factor f (simple cubic) = {f_corr:.4f}")

# One vacancy with three charge states; neighbouring charges interconvert.
size = 4
n_pos, (i, j, _, dx) = vacancy_moves(size, 1)
hop3, pop3 = np.array([0.05, 0.4, 2.0]), np.array([0.5, 0.3, 0.2])
single = long_time_diffusivity(i, j, np.ones(len(i)), dx,
                               np.ones(n_pos) / n_pos)
print("Tracer D with 3 charge states / D with unit hop rate, 4x4x4 cell")
print(f"population-weighted hop rate = {hop3 @ pop3:.4f}")
for speed in (0.01, 10.0):
    a, b, r, s = [], [], [], []
    for q in range(3):
        a.append(i + q * n_pos)
        b.append(j + q * n_pos)
        r.append(np.full(len(i), hop3[q]))
        s.append(dx)
    here = np.arange(n_pos)
    for q, other in ((0, 1), (1, 0), (1, 2), (2, 1)):
        a.append(here + q * n_pos)
        b.append(here + other * n_pos)
        r.append(np.full(n_pos, speed * pop3[other]))
        s.append(np.zeros(n_pos))
    d_mix = long_time_diffusivity(*map(np.concatenate, (a, b, r, s)),
                                  np.repeat(pop3, n_pos) / n_pos)
    assert abs(d_mix / single - hop3 @ pop3) < 1e-6
    print(f"switching speed {speed:5.2f}: ratio = {d_mix / single:.4f}")

# Two vacancies whose charges never change: contributions add when dilute.
print("Two frozen vacancies, hop rates 1.0 and 0.2: D / additive value")
deviation = []
for size in (4, 6):
    n, (i, j, which, dx) = vacancy_moves(size, 2)
    even = np.ones(n) / n
    equal = long_time_diffusivity(i, j, np.ones(len(i)), dx, even)
    unequal = long_time_diffusivity(i, j, np.array([1.0, 0.2])[which], dx, even)
    ratio = unequal / (0.6 * equal)
    deviation.append(abs(ratio - 1))
    print(f"sites in cell {size**3:4d}: ratio = {ratio:.5f}")
assert deviation[1] < deviation[0] and deviation[1] < 0.03

# ---------- Fermi level and effective activation energy ----------
charge = np.array([0, 1, 2])
degeneracy = np.array([1, 2, 1])
barrier = np.array([2.0, 1.3, 0.7])
level_10, level_21 = 3.2, 2.8            # transition levels (+/0), (2+/+)
h_neutral = 3.0
enthalpy = np.array([h_neutral, h_neutral - level_10,
                     h_neutral - level_10 - level_21])
spacing_cm, attempt = 3.0e-8, 1.0e13     # cm, 1/s
x_fixed = 1.0e-4
mu_slope = -1.0e-3                       # oxygen chemical potential, eV/K


def vacancy_diffusivity(T):
    return spacing_cm**2 * attempt * np.exp(-barrier / (KB * T))


def site_fractions(T, ef):
    """Reservoir equilibrium vacancy fraction in each charge state."""
    energy = enthalpy + charge * ef + mu_slope * T
    return degeneracy * np.exp(-energy / (KB * T))


def tracer(T, ef, reservoir):
    x = site_fractions(T, ef)
    if not reservoir:
        x = x_fixed * x / x.sum()
    return f_corr * x @ vacancy_diffusivity(T)


def shares(T, ef):
    x = site_fractions(T, ef)
    carried = x * vacancy_diffusivity(T)
    return x / x.sum(), carried / carried.sum()


def activation(T, ef, reservoir, ef_slope=0.0):
    """Average formula; ef_slope is dE_F/dT."""
    p, w = shares(T, ef)
    energy = enthalpy + charge * (ef - T * ef_slope)
    # the chemical potential is linear in T, so its zero-T intercept is zero
    return w @ (barrier + energy) - (0 if reservoir else p @ energy)


def activation_numeric(T, ef, reservoir, ef_slope=0.0):
    beta, h = 1 / (KB * T), 1e-3
    logs = []
    for b in (beta + h, beta - h):
        temp = 1 / (KB * b)
        logs.append(np.log(tracer(temp, ef + ef_slope * (temp - T), reservoir)))
    return -(logs[0] - logs[1]) / (2 * h)


def skeleton(ef):
    energy = enthalpy + charge * ef
    return min(barrier + energy) - min(energy)


for T in (800.0, 1000.0, 1200.0):
    for ef in (2.5, 3.0, 3.3, 3.7, 4.3):
        p, w = shares(T, ef)
        for reservoir in (False, True):
            for slope in (0.0, -3e-4):
                assert abs(activation(T, ef, reservoir, slope)
                           - activation_numeric(T, ef, reservoir, slope)) < 1e-5
            h = 1e-4
            sens = (np.log(tracer(T, ef + h, reservoir))
                    - np.log(tracer(T, ef - h, reservoir))) / (2 * h)
            expected = -(w @ charge - (0 if reservoir else p @ charge)) / (KB * T)
            assert abs(sens - expected) < 1e-4
for ef in (2.5, 3.0, 3.3, 3.65, 4.2):
    assert abs(activation_numeric(60.0, ef, False) - skeleton(ef)) < 1e-5

T0 = 1000.0
print(f"Model: barriers q=0,1,2: {barrier} eV; degeneracies {degeneracy}")
print(f"levels (+/0) {level_10} eV, (2+/+) {level_21} eV; H_0 = {h_neutral} eV")
print(f"H_1 = {enthalpy[1]:.1f} eV, H_2 = {enthalpy[2]:.1f} eV")
print(f"a = {spacing_cm * 1e7:.2f} nm, attempt rate = {attempt:.1e} 1/s")
print(f"fixed x_V = {x_fixed:.1e}; mu_O/T = {mu_slope * 1e3:.1f} meV/K")
print(f"T = {T0:.0f} K, kT = {KB * T0:.5f} eV")
print("D_q (q=0,1,2) =", " ".join(f"{d:.3e}" for d in vacancy_diffusivity(T0)),
      "cm^2/s")
scan = (2.4, 2.8, 3.0, 3.3, 3.6, 3.9, 4.4)
print("E_F(eV) | populations p0 p1 p2 | transport shares w0 w1 w2")
for ef in scan:
    p, w = shares(T0, ef)
    print(f"{ef:.1f} | " + " ".join(f"{v:.2e}" for v in p) + " | "
          + " ".join(f"{v:.4f}" for v in w))
print("Fixed content: E_F(eV), D*(cm^2/s), E_a(eV), low-T skeleton(eV)")
for ef in scan:
    print(f"{ef:.1f}  {tracer(T0, ef, False):.3e}  "
          f"{activation(T0, ef, False):.3f}  {skeleton(ef):.3f}")
print("Reservoir: E_F(eV), x_V, D*(cm^2/s), E_a(eV)")
for ef in scan:
    print(f"{ef:.1f}  {site_fractions(T0, ef).sum():.3e}  "
          f"{tracer(T0, ef, True):.3e}  {activation(T0, ef, True):.3f}")
grid = np.linspace(2.0, 5.0, 3001)
values = np.array([activation(T0, ef, False) for ef in grid])
print(f"Largest fixed-content E_a = {values.max():.3f} eV "
      f"at E_F = {grid[values.argmax()]:.2f} eV")

ef_now, drift_ef = 3.3, -3.0e-4
p, w = shares(T0, ef_now)
print(f"Drifting E_F: {ef_now} eV at {T0:.0f} K, dE_F/dT = {drift_ef:.1e} eV/K")
print(f"zero-T intercept of E_F = {ef_now - T0 * drift_ef:.2f} eV")
print(f"mean charge: transport {w @ charge:.4f}, population {p @ charge:.4f}")
print(f"E_a pinned = {activation(T0, ef_now, False):.3f} eV, "
      f"drifting = {activation(T0, ef_now, False, drift_ef):.3f} eV")
print("every check passed")
```

Printed output:

```
Two-state walk, hop rates 1.0 and 0.1, populations 0.3 and 0.7
time = 10, mean D = 0.370 (lattice units)
lambda*t=   0.1: <x^2>=7.4000, excess kurtosis=3.7415
lambda*t=  10.0: <x^2>=7.4000, excess kurtosis=0.8061
lambda*t=1000.0: <x^2>=7.4000, excess kurtosis=0.1426
kurtosis part from discrete hops = 0.1351
Correlation factor f (simple cubic) = 0.6531
Tracer D with 3 charge states / D with unit hop rate, 4x4x4 cell
population-weighted hop rate = 0.5450
switching speed  0.01: ratio = 0.5450
switching speed 10.00: ratio = 0.5450
Two frozen vacancies, hop rates 1.0 and 0.2: D / additive value
sites in cell   64: ratio = 0.99824
sites in cell  216: ratio = 0.99956
Model: barriers q=0,1,2: [2.  1.3 0.7] eV; degeneracies [1 2 1]
levels (+/0) 3.2 eV, (2+/+) 2.8 eV; H_0 = 3.0 eV
H_1 = -0.2 eV, H_2 = -3.0 eV
a = 0.30 nm, attempt rate = 1.0e+13 1/s
fixed x_V = 1.0e-04; mu_O/T = -1.0 meV/K
T = 1000 K, kT = 0.08617 eV
D_q (q=0,1,2) = 7.494e-13 2.527e-09 2.669e-06 cm^2/s
E_F(eV) | populations p0 p1 p2 | transport shares w0 w1 w2
2.4 | 8.79e-07 1.89e-02 9.81e-01 | 0.0000 0.0000 1.0000
2.8 | 3.20e-03 6.65e-01 3.32e-01 | 0.0000 0.0019 0.9981
3.0 | 4.47e-02 9.11e-01 4.47e-02 | 0.0000 0.0189 0.9811
3.3 | 6.14e-01 3.85e-01 5.82e-04 | 0.0002 0.3852 0.6146
3.6 | 9.81e-01 1.89e-02 8.79e-07 | 0.0145 0.9394 0.0461
3.9 | 9.99e-01 5.93e-04 8.48e-10 | 0.3330 0.6660 0.0010
4.4 | 1.00e+00 1.79e-06 7.74e-15 | 0.9940 0.0060 0.0000
Fixed content: E_F(eV), D*(cm^2/s), E_a(eV), low-T skeleton(eV)
2.4  1.710e-10  0.692  0.700
2.8  5.803e-11  0.700  0.700
3.0  7.943e-12  0.890  0.900
3.3  1.649e-13  1.300  1.300
3.6  3.322e-15  1.706  1.700
3.9  1.469e-16  2.000  2.000
4.4  4.923e-17  2.003  2.000
Reservoir: E_F(eV), x_V, D*(cm^2/s), E_a(eV)
2.4  9.473e-05  1.620e-10  2.500
2.8  2.599e-08  1.508e-14  3.301
3.0  1.863e-09  1.479e-16  3.708
3.3  1.355e-10  2.235e-19  4.339
3.6  8.487e-11  2.820e-21  4.714
3.9  8.331e-11  1.224e-22  5.001
4.4  8.326e-11  4.099e-23  5.003
Largest fixed-content E_a = 2.040 eV at E_F = 4.03 eV
Drifting E_F: 3.3 eV at 1000 K, dE_F/dT = -3.0e-04 eV/K
zero-T intercept of E_F = 3.60 eV
mean charge: transport 1.6145, population 0.3862
E_a pinned = 1.300 eV, drifting = 1.668 eV
every check passed
```
